\section*{Why selected CI extrapolates almost linearly, and what renormalized PT2 corrects, part 1}

(Sections cited here and not found follow in the second part.)

\section*{The plot and its exact slope}

\noindent Q: Calculated energies that I compare with my measurements come with a plot of the variational energy of a selected configuration interaction (CI) calculation against a second-order correction, extended as a straight line to zero correction. What exactly is plotted?

\medskip\noindent A: Take $H$ as a real symmetric matrix in an orthonormal basis of determinants, in atomic units, with lowest eigenvalue $E$, the full CI energy. The selected determinants span a space with projector $P$, the others a space with projector $Q=1-P$. The normalized vector $\Psi$ is the lowest eigenvector of $PHP$, with energy $E_v\ge E$. Write $\bar H=H-E_v$. Since $PH\Psi=E_v\Psi$, the $P$ part of $\bar H\Psi$ vanishes, and what is left is the residual
\begin{equation}
\bar H\Psi = QH\Psi \equiv g, \qquad \Psi^T\bar H\Psi=0 .
\end{equation}
Each external determinant $a$ has a coupling $g_a$ and a denominator $\Delta_a=H_{aa}-E_v$, which I assume positive. The Epstein--Nesbet first-order amplitudes, second-order energy (PT2) and first-order norm are
\begin{equation}
c_a=-\frac{g_a}{\Delta_a},\qquad E_2=g^Tc=-\sum_a \Delta_a c_a^2<0,\qquad N=\sum_a c_a^2 .
\end{equation}
The plot shows $E_v$ against $|E_2|$ for a sequence of growing spaces. With $\Delta E=E-E_v\le 0$, define the chord slope $s=\Delta E/E_2$, so that
\begin{equation}
E_v=E+s\,|E_2| .
\end{equation}
Against $E_2$ itself the slope is $-s$. This equation is a definition; the physics is in the value of $s$ and in how it changes along the sequence.

\medskip\noindent Q: Can $s$ be written down without approximation?

\medskip\noindent A: Yes, by L\"owdin partitioning onto the single vector $\Psi$ rather than onto the whole of $P$. Let $R=1-\Psi\Psi^T$ and $A=R\bar HR$, and assume that $A$ is positive definite on the range of $R$: no state orthogonal to $\Psi$ lies at or below $E_v$. The exact ground state then overlaps $\Psi$, because a ground state orthogonal to $\Psi$ would give $A$ the expectation value $\Delta E\le0$. So it can be written $\Psi+\chi$ with $R\chi=\chi$, and it obeys $(\bar H-\Delta E)(\Psi+\chi)=0$. Project this on $\Psi$, using $\Psi^T\bar H\Psi=0$ and $\Psi^T\bar H\chi=g^T\chi$, and then on the range of $R$, using $Rg=g$:
\begin{align}
g^T\chi-\Delta E&=0,\\
g+(A-\Delta E)\chi&=0 .
\end{align}
Because $\Delta E\le0$, the matrix $A-\Delta E$ is positive definite too and can be inverted. Then $\chi=-(A-\Delta E)^{-1}g$ and
\begin{equation}
\Delta E=-g^T(A-\Delta E)^{-1}g .
\label{eq:low}
\end{equation}
PT2 follows from two separate replacements: drop $\Delta E$ in the inverse, and replace $A$ by the diagonal $\Delta_a$. Each gives one factor of $s$. For the first, multiply $A=(A-\Delta E)+\Delta E$ by $A^{-1}$ on the left and $(A-\Delta E)^{-1}$ on the right:
\begin{equation}
(A-\Delta E)^{-1}=A^{-1}+\Delta E\,A^{-1}(A-\Delta E)^{-1}.
\end{equation}
Inserting this in (\ref{eq:low}) gives $\Delta E=-g^TA^{-1}g-\bar N\Delta E$ with $\bar N=g^TA^{-1}(A-\Delta E)^{-1}g$. For the second, define $\kappa$ by $g^TA^{-1}g=(1+\kappa)|E_2|$. Collecting $\Delta E$ on the left and dividing by $E_2$,
\begin{equation}
s=\frac{1+\kappa}{1+\bar N}.
\label{eq:s}
\end{equation}
The factor $\bar N$ measures how much of the exact state lies outside $\Psi$. In the eigenbasis of $A$, with eigenvalues $\alpha_k>0$ and components $g_k$, we have $\alpha_k-\Delta E\ge\alpha_k$, hence term by term
\begin{equation}
|\chi|^2=\sum_k\frac{g_k^2}{(\alpha_k-\Delta E)^2}\le\bar N\le\sum_k\frac{g_k^2}{\alpha_k^2}\equiv N_A .
\end{equation}
The factor $1+\kappa$ holds what the off-diagonal elements of $A$ do at fixed energy $E_v$. For a given $\Psi$, $g^TA^{-1}g$ does not depend on the determinant basis while $E_2$ does, so $\kappa$ depends on the orbitals.

\section*{Why the slope is near one}

\noindent Q: As the space grows, $\bar N$ goes to zero. What keeps $\kappa$ small?

\medskip\noindent A: Split it. Let $r=Ac+g$ be the amount by which the first-order amplitudes fail to solve $A\chi+g=0$. Two products are needed. Since $c$ lies in $Q$, $Rc=c$ and
\begin{equation}
c^TAc=\sum_a\Delta_ac_a^2+\sum_{a\ne b}c_aH_{ab}c_b=|E_2|+E_3 ,
\end{equation}
which defines the third-order energy $E_3$. Then $r^Tc=c^TAc+g^Tc=E_3$. Put $g=r-Ac$ in the quadratic form:
\begin{align}
g^TA^{-1}g&=r^TA^{-1}r-2r^Tc+c^TAc\nonumber\\
&=r^TA^{-1}r-E_3+|E_2| .
\end{align}
Dividing by $|E_2|=-E_2$,
\begin{equation}
\kappa=\kappa_3+\kappa_4,\qquad \kappa_3=\frac{E_3}{E_2},\qquad \kappa_4=\frac{r^TA^{-1}r}{|E_2|}\ge0 .
\end{equation}
The piece $\kappa_4$ contains fourth and higher orders at fixed energy, and its sign follows from $A>0$. On an external determinant the diagonal part cancels, $\Delta_ac_a+g_a=0$, leaving $r_a=\sum_{b\ne a}H_{ab}c_b$. Inside $P$, $r$ is the part of $PHc$ orthogonal to $\Psi$, the force that relaxes the variational coefficients once the external determinants are admitted.

The size of $\kappa_3$ is seen by scaling. The vector $v_a=c_a\sqrt{\Delta_a/|E_2|}$ has unit length, and
\begin{equation}
\kappa_3=-\sum_{a\neq b}v_a\frac{H_{ab}}{\sqrt{\Delta_a\Delta_b}}v_b,\qquad
|\kappa_3|\le\sum_{a\neq b}|v_a|\frac{|H_{ab}|}{\sqrt{\Delta_a\Delta_b}}|v_b| .
\end{equation}
So, once $\bar N$ is small, the slope is near one when three kinds of coupling, taken together and not element by element, are small against the denominators: those among the important external determinants (which set $\kappa_3$), and those from them to the other external determinants and back into $P$ (which enter $r$, and so $\kappa_4$, where the denominators are the eigenvalues of $A$). Many weak elements can add up: for 50 external determinants with equal $g_a$, equal $\Delta_a=\Delta$, no coupling to $P$ except to $\Psi$, and $H_{ab}=-0.015\,\Delta$ between all pairs, $1+\kappa=1/(1-49\times0.015)=3.8$. The size of $\kappa$ thus depends on the system, the orbitals and the selected space. Both $\kappa_3$ and $\kappa_4$ are ratios of forms quadratic in $g$, so at fixed $A$ they depend on the direction of $g$ and not on its length. A small residual does not make them small.

\medskip\noindent Q: Then the slope need not tend to one as the correction vanishes?

\medskip\noindent A: It need not. Leave a single determinant $a$ outside, so that $g=g_ae_a$ with $e_a$ a unit vector. Then $|E_2|=g_a^2/\Delta_a$, $g^TA^{-1}g=g_a^2(A^{-1})_{aa}$ and $A_{aa}=\Delta_a$. The Cauchy--Schwarz inequality for the vectors $A^{1/2}e_a$ and $A^{-1/2}e_a$, whose scalar product is one, gives
\begin{equation}
1+\kappa=A_{aa}(A^{-1})_{aa}\ge1 ,
\end{equation}
with equality when $e_a$ is an eigenvector of $A$, that is, when $a$ couples to nothing in $P$ except $\Psi$. In the nitrogen calculation described below, leaving out only one determinant of weight $6.2\times10^{-7}$ in the full CI vector (one of several with equal weight, whose results differ slightly) gives $E_2=-8.4\times10^{-5}$ eV and $N=6.1\times10^{-7}$, yet $\kappa=0.0068$ and $s=1.0068$. The energy estimate still converges, since
\begin{equation}
E_v+E_2-E=(s-1)|E_2|
\label{eq:err}
\end{equation}
vanishes with $|E_2|$ for bounded $s$. The correct statement is that $s$ approaches $1+\kappa$, and that the points lie close to a straight line through $E$ over a range in which $\kappa$ and $\bar N$ stay nearly constant. Small drifts from one space to the next are not enough, because they can accumulate.

\section*{Renormalized PT2}

\noindent Q: Where does the renormalized correction come from?

\medskip\noindent A: It is $E_2^{r}=E_2/(1+N)$, called rPT2, and it imitates the denominator of (\ref{eq:s}) with the computable $N$ in place of $\bar N$. It is derived in the diagonal model, which keeps $g$ and replaces $A$ by $\Delta_a$ on $Q$, so that $\kappa=0$. Equation (\ref{eq:low}) becomes the Brillouin--Wigner equation for the model shift $x<0$:
\begin{equation}
f(x)\equiv-\sum_a\frac{g_a^2}{\Delta_a-x}-x=0 .
\end{equation}
Here $f(0)=E_2$ and $f'(0)=-\sum_ag_a^2/\Delta_a^2-1=-(1+N)$, so one Newton step from $x=0$ gives $-f(0)/f'(0)=E_2^r$. The remainder follows from the identity
\begin{equation}
\frac1{\Delta-x}=\frac1\Delta+\frac{x}{\Delta^2}+\frac{x^2}{\Delta^2(\Delta-x)},
\end{equation}
which is $1/(\Delta-x)=1/\Delta+x/[\Delta(\Delta-x)]$ applied twice. Multiplying by $-g_a^2$ and summing,
\begin{equation}
x=E_2-Nx-x^2T,\qquad T=\sum_a\frac{g_a^2}{\Delta_a^2(\Delta_a-x)} .
\end{equation}
Hence $x=E_2^r-x^2T/(1+N)$. Because $x<0$, $\Delta_a-x>\Delta_a$, which gives $0<T\le S_3=\sum_ag_a^2/\Delta_a^3$ and also $|x|\le|E_2|$. In the diagonal model, then,
\begin{equation}
E_2\le x\le E_2^r,\qquad E_2^r-x\le \frac{x^2S_3}{1+N}.
\end{equation}
Scale $g\to\lambda g$. Each of $x$, $N$ and $T$ is of order $\lambda^2$, so the PT2 error $Nx+x^2T$ is of order $\lambda^4$ and the rPT2 error $x^2T/(1+N)$ is of order $\lambda^6$. In this diagonal model, PT2 measures the denominators from $E_v$, while the exact state lies lower and sees larger ones; PT2 overshoots for that reason, and rPT2 corrects the overshoot to first order in the shift.

The Newton step is accurate when $|x|\ll\Delta_a$ for all $a$, and it can fail when a denominator is small. For one external determinant, $E_2=-g^2/\Delta$ and $E_2^r=-g^2\Delta/(\Delta^2+g^2)$. As $\Delta\to0$ the first diverges and the second goes to zero, while the root of $x(\Delta-x)=-g^2$ goes to $-|g|$. With such an intruder rPT2 is finite but wrong.

\medskip\noindent Q: The real Hamiltonian is not diagonal. What survives?

\medskip\noindent A: An identity, a bound and a statement about curvature. The slope against $|E_2^r|$ is
\begin{equation}
s_r=\frac{\Delta E}{E_2^r}=s(1+N)=(1+\kappa)\frac{1+N}{1+\bar N},
\end{equation}
so $s_r=1+\kappa$ to the extent that $N\approx\bar N$, and $\kappa$ itself is untouched. The bound comes from the trial vector $\Psi+c$, with squared norm $1+N$:
\begin{equation}
(\Psi+c)^T\bar H(\Psi+c)=0+2E_2+(|E_2|+E_3)=E_2+E_3 .
\end{equation}
The variational principle gives $(E_2+E_3)/(1+N)\ge\Delta E$. Division by the negative number $E_2^r$ reverses the inequality, so $s_r\ge1+\kappa_3$. Thus $E_v+E_2^r$ is the energy of the normalized first-order state with $E_3$ dropped, and it is guaranteed to lie above $E$ when $E_3\le0$, not otherwise.

For the curvature, consider the family of Hamiltonians with $g\to\lambda g$ at fixed $A$, and $t=\lambda^2$. Along it $\kappa$ is constant, $N\to tN$, and $\bar N\to t\,g^TA^{-1}(A-\Delta E)^{-1}g=tN_A+O(t^2)$ because $\Delta E=O(t)$. Expanding $1/(1+\bar N)$,
\begin{align}
s(t)&=(1+\kappa)\,[1-tN_A+O(t^2)],\label{eq:c1}\\
s_r(t)&=(1+\kappa)\,[1-t(N_A-N)+O(t^2)].\label{eq:c2}
\end{align}
Let $\bar\Delta=|E_2|/N=\sum_a\Delta_ac_a^2/\sum_ac_a^2$ be the weighted mean denominator, constant along the family, and $y=t|E_2|$ the abscissa. Then $tN=y/\bar\Delta$, and to second order in $y$
\begin{equation}
E_v-E=(1+\kappa)\Big[y-\frac{N_A}{N}\frac{y^2}{\bar\Delta}\Big].
\end{equation}
The PT2 plot is a line of slope $1+\kappa$ bent downward, with relative bending $(N_A/N)\,y/\bar\Delta$. Against rPT2 the coefficient $N_A$ becomes $N_A-N$, which is smaller in magnitude if and only if $N<2N_A$. A real selection sequence is not this family, because adding determinants changes $A$ and turns $g$. There $\kappa$ drifts as well, and rPT2 does not act on that drift.

\medskip\noindent Q: Does a slope different from one spoil the extrapolation?

\medskip\noindent A: A constant one does not. Take two points $(y_i,E+s_iy_i)$ with $y_1>y_2$, where $y$ and $s$ belong either to PT2 or to rPT2. The line through them has the local slope
\begin{equation}
m=\frac{s_1y_1-s_2y_2}{y_1-y_2}=s_2+\frac{y_1(s_1-s_2)}{y_1-y_2},
\end{equation}
and its intercept $I=E+s_2y_2-my_2$ has the error
\begin{equation}
I-E=\frac{y_1y_2\,(s_2-s_1)}{y_1-y_2}.
\label{eq:ex}
\end{equation}
The change of the chord slope enters and $s-1$ does not. Comparing with (\ref{eq:err}) at the second point, the extrapolation beats simply adding the correction if and only if $y_1|s_2-s_1|/(y_1-y_2)<|s_2-1|$. It pays when the change of slope between the two points, amplified by $y_1/(y_1-y_2)>1$, is smaller than the remaining distance of $s_2$ from one, and it does harm otherwise, whichever way the slope is moving.

The chord slope has been factored exactly, and conditions have been derived for when renormalized PT2 reduces the curvature in the fixed-$A$ family and when extrapolation beats adding the correction. What remains is to test these results on the nitrogen atom and to see how both corrections behave for many independent units.
